# Comparing Donor Critical Densities in Silicon and Germanium: test program

```python
# Result under test: with one Mott criterion n_c^(1/3) a = C for both hosts,
#   n_c(Si)/n_c(Ge) = [eps_Ge m_c(Si) / (eps_Si m_c(Ge))]^3,
# where a = a0 eps/m_c is the hydrogenic donor radius, eps the relative
# dielectric constant, and 1/m_c = (2/m_t + 1/m_l)/3 the mean inverse mass.
# m_t, m_l: transverse and longitudinal valley masses in electron masses.
# Donor calculations use atomic units (Bohr, Hartree); screening uses SI.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar

BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
MOTT_C = 0.25
HOSTS = {"Si": (11.7, 0.19, 0.92), "Ge": (16.0, 0.082, 1.59)}

t_nodes, t_weights = np.polynomial.laguerre.laggauss(20)
u_nodes, u_weights = np.polynomial.legendre.leggauss(40)
S, U = np.meshgrid(t_nodes / 2, u_nodes, indexing="ij")
# The factor exp(2S) removes the exponential already in the Laguerre weight.
WEIGHT = np.outer(t_weights, u_weights) * S**2 * np.exp(2 * S)


def trial_energy(a, b, eps, m_t, m_l):
    """Energy in meV of exp(-sqrt(rho^2/a^2 + z^2/b^2)) by quadrature."""
    def psi(rho, z):
        return np.exp(-np.sqrt((rho / a)**2 + (z / b)**2))
    rho, z = a * S * np.sqrt(1 - U**2), b * S * U
    da, db = 1e-4 * a, 1e-4 * b
    grad_rho = (psi(rho + da, z) - psi(rho - da, z)) / (2 * da)
    grad_z = (psi(rho, z + db) - psi(rho, z - db)) / (2 * db)
    density = psi(rho, z)**2
    kinetic = grad_rho**2 / (2 * m_t) + grad_z**2 / (2 * m_l)
    potential = -density / (eps * np.sqrt(rho**2 + z**2))
    total = np.sum(WEIGHT * (kinetic + potential))
    return HARTREE_MEV * total / np.sum(WEIGHT * density)


def radial_ground_state(eps, mass):
    """Radius 2<r>/3 and energy from the discretized radial equation."""
    step, count = 0.5, 5000
    r = step * np.arange(1, count + 1)
    diagonal = 1 / (mass * step**2) - 1 / (eps * r)
    off_diagonal = np.full(count - 1, -1 / (2 * mass * step**2))
    energy, vector = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, 0))
    return 2 * np.sum(r * vector[:, 0]**2) / 3, energy[0]


def screening_density(eps, mass, radius_m):
    """Density in m^-3 at which the Thomas-Fermi length equals the radius."""
    def fermi_energy(n):
        k_f = (3 * np.pi**2 * n)**(1 / 3)
        return (const.hbar * k_f)**2 / (2 * mass * const.m_e)

    def mismatch(log_n):
        n = np.exp(log_n)
        dn = 1e-4 * n
        slope = (fermi_energy(n + dn) - fermi_energy(n - dn)) / (2 * dn)
        length = np.sqrt(const.epsilon_0 * eps * slope) / const.e
        return np.log(length / radius_m)
    return np.exp(brentq(mismatch, np.log(1e18), np.log(1e29)))


def ellipsoid_formula(eps, m_t, m_l):
    """Optimal radii and energy from the closed-form trial energy."""
    def coefficients(g):
        root = np.sqrt(1 - g**2)
        return ((2 / m_t + 1 / (m_l * g**2)) / 6,
                np.arcsin(root) / (eps * root))

    def energy(g):
        A, B = coefficients(g)
        return -HARTREE_MEV * B**2 / (4 * A)
    best = minimize_scalar(energy, bounds=(0.05, 0.99), method="bounded",
                           options={"xatol": 1e-9})
    A, B = coefficients(best.x)
    return 2 * A / B, best.x * 2 * A / B, best.fun


screen_formula = np.pi / (4 * (3 * np.pi**2)**(1 / 3))
results = {}
for name, (eps, m_t, m_l) in HOSTS.items():
    m_c = 3 / (2 / m_t + 1 / m_l)
    radius = eps / m_c
    binding = HARTREE_MEV * m_c / (2 * eps**2)

    # Spherical trial state in the anisotropic valley.
    sphere = minimize_scalar(
        lambda x: trial_energy(np.exp(x), np.exp(x), eps, m_t, m_l),
        bounds=(np.log(5), np.log(1000)), method="bounded",
        options={"xatol": 1e-8})
    assert abs(np.exp(sphere.x) / radius - 1) < 1e-4
    assert abs(-sphere.fun / binding - 1) < 1e-4

    # Isotropic hydrogenic donor by direct diagonalization.
    radius_diag, energy_diag = radial_ground_state(eps, m_c)
    assert abs(radius_diag / radius - 1) < 1e-3
    assert abs(-energy_diag * HARTREE_MEV / binding - 1) < 1e-3

    # Screening estimate of the dimensionless Mott constant.
    n_screen = screening_density(eps, m_c, radius_diag * BOHR_M)
    screen_c = n_screen**(1 / 3) * radius_diag * BOHR_M
    assert abs(screen_c / screen_formula - 1) < 2e-3

    # Ellipsoidal trial state: free two-parameter search against the formula.
    a_ell, b_ell, e_ell = ellipsoid_formula(eps, m_t, m_l)
    search = minimize(
        lambda x: trial_energy(np.exp(x[0]), np.exp(x[1]), eps, m_t, m_l),
        [np.log(radius), np.log(radius / 2)], method="Nelder-Mead",
        options={"xatol": 1e-6, "fatol": 1e-9, "maxiter": 1000})
    assert search.success
    assert np.allclose(np.exp(search.x), [a_ell, b_ell], rtol=1e-3)
    assert abs(search.fun / e_ell - 1) < 1e-5
    assert search.fun < sphere.fun

    a_nm = radius * BOHR_NM
    volume_nm = (a_ell**2 * b_ell)**(1 / 3) * BOHR_NM
    results[name] = dict(
        m_c=m_c, a=a_nm, n=(MOTT_C / (a_nm * 1e-7))**3,
        n_screen=n_screen, n_ell=(MOTT_C / (volume_nm * 1e-7))**3)

    print(f"{name}: relative dielectric constant = {eps:.1f}")
    print(f"{name}: transverse mass = {m_t:.3f} m0")
    print(f"{name}: longitudinal mass = {m_l:.3f} m0")
    print(f"{name}: mean inverse-mass value m_c = {m_c:.4f} m0")
    print(f"{name}: hydrogenic radius = {a_nm:.3f} nm")
    print(f"{name}: hydrogenic binding energy = {binding:.2f} meV")
    print(f"{name}: critical density = {results[name]['n']:.3e} cm^-3")
    print(f"{name}: donor spacing at n_c = {a_nm / MOTT_C:.2f} nm")
    print(f"{name}: screening estimate of C = {screen_c:.4f}")
    print(f"{name}: ellipsoid transverse radius = {a_ell*BOHR_NM:.3f} nm")
    print(f"{name}: ellipsoid longitudinal radius = {b_ell*BOHR_NM:.3f} nm")
    print(f"{name}: ellipsoid binding energy = {-e_ell:.2f} meV")
    print(f"{name}: volume-equivalent radius = {volume_nm:.3f} nm")
    print(f"{name}: ellipsoid n_c = {results[name]['n_ell']:.3e} cm^-3")

si, ge = results["Si"], results["Ge"]
eps_factor = (HOSTS["Ge"][0] / HOSTS["Si"][0])**3
mass_factor = (si["m_c"] / ge["m_c"])**3
ratio = eps_factor * mass_factor
# The screening road never uses the ratio formula or the chosen value of C.
assert abs(si["n_screen"] / ge["n_screen"] / ratio - 1) < 5e-3
ratio_ell = si["n_ell"] / ge["n_ell"]
assert ratio > 1 and ratio_ell > 1
assert mass_factor > eps_factor

print(f"Adopted Mott constant C = {MOTT_C:.2f} (dimensionless)")
print(f"Closed-form screening constant = {screen_formula:.4f}")
print(f"Radius ratio Ge/Si = {ge['a'] / si['a']:.3f}")
print(f"Dielectric factor in density ratio = {eps_factor:.3f}")
print(f"Mass factor in density ratio = {mass_factor:.3f}")
print(f"Critical density ratio Si/Ge = {ratio:.2f}")
print(f"Density factor for C = 0.26 = {(0.26 / MOTT_C)**3:.3f}")
print(f"Ellipsoid density ratio Si/Ge = {ratio_ell:.2f}")
print(f"Si critical density in SI = {si['n'] * 1e6:.3e} m^-3")
print(f"Ge critical density in SI = {ge['n'] * 1e6:.3e} m^-3")
print("tests ok")
```

Printed output:

```
Si: relative dielectric constant = 11.7
Si: transverse mass = 0.190 m0
Si: longitudinal mass = 0.920 m0
Si: mean inverse-mass value m_c = 0.2583 m0
Si: hydrogenic radius = 2.397 nm
Si: hydrogenic binding energy = 25.68 meV
Si: critical density = 1.135e+18 cm^-3
Si: donor spacing at n_c = 9.59 nm
Si: screening estimate of C = 0.2539
Si: ellipsoid transverse radius = 2.436 nm
Si: ellipsoid longitudinal radius = 1.397 nm
Si: ellipsoid binding energy = 29.61 meV
Si: volume-equivalent radius = 2.024 nm
Si: ellipsoid n_c = 1.886e+18 cm^-3
Ge: relative dielectric constant = 16.0
Ge: transverse mass = 0.082 m0
Ge: longitudinal mass = 1.590 m0
Ge: mean inverse-mass value m_c = 0.1199 m0
Ge: hydrogenic radius = 7.061 nm
Ge: hydrogenic binding energy = 6.37 meV
Ge: critical density = 4.438e+16 cm^-3
Ge: donor spacing at n_c = 28.24 nm
Ge: screening estimate of C = 0.2539
Ge: ellipsoid transverse radius = 6.419 nm
Ge: ellipsoid longitudinal radius = 2.277 nm
Ge: ellipsoid binding energy = 9.06 meV
Ge: volume-equivalent radius = 4.544 nm
Ge: ellipsoid n_c = 1.666e+17 cm^-3
Adopted Mott constant C = 0.25 (dimensionless)
Closed-form screening constant = 0.2539
Radius ratio Ge/Si = 2.946
Dielectric factor in density ratio = 2.557
Mass factor in density ratio = 9.999
Critical density ratio Si/Ge = 25.57
Density factor for C = 0.26 = 1.125
Ellipsoid density ratio Si/Ge = 11.32
Si critical density in SI = 1.135e+24 m^-3
Ge critical density in SI = 4.438e+22 m^-3
tests ok
```
